# Resonant dielectric loss of tunnelling two-level systems with flat energy density

**Q.** Before you speak of loss, tell me what moves, and how an electric field takes hold of it.

**A.** A charged particle, or a group of atoms, sits in one of two neighbouring potential wells and can tunnel between them. I keep the lowest state in each well. In the basis of these two states

$$H=\tfrac12(\Delta\,\sigma_z+\Delta_0\,\sigma_x),$$

where $\Delta$ is the energy difference of the wells and $\Delta_0$ the tunnelling energy. I label the wells so that $\Delta\ge 0$. The dipole moment is $+p_0$ in one well and $-p_0$ in the other, along an axis at angle $\theta$ to the field. With $c=\cos\theta$ and a field $F\cos\omega t$ at the system, the coupling is

$$V(t)=-p_0cF\cos\omega t\;\sigma_z .$$

Here $F$ is the peak field, and $p_0$ is half the change of dipole between the wells. If the field at the system differs from the average field in the material by a constant factor, that factor is absorbed in $p_0$. I use SI units, since Hartree units are awkward for microwaves and millikelvin temperatures.

**Q.** That coupling is diagonal in the wells. How can it cause a transition?

**A.** The wells are not the stationary states. Write $\Delta=E\cos\varphi$ and $\Delta_0=E\sin\varphi$, with $E=\sqrt{\Delta^2+\Delta_0^2}$ and $0\le\varphi\le\pi/2$. Since $\sigma_z$ and $\sigma_x$ anticommute and each squares to one, $H^2=E^2/4$, so the energies are $\pm E/2$. The eigenvectors are

$$|e\rangle=\begin{pmatrix}\cos(\varphi/2)\\ \sin(\varphi/2)\end{pmatrix},\qquad |g\rangle=\begin{pmatrix}-\sin(\varphi/2)\\ \cos(\varphi/2)\end{pmatrix}.$$

For instance, the first component of $H|e\rangle$ is $\frac E2[\cos\varphi\cos(\varphi/2)+\sin\varphi\sin(\varphi/2)]=\frac E2\cos(\varphi/2)$, as it should be. The matrix elements of the dipole follow:

$$\langle e|\sigma_z|g\rangle=-2\sin(\varphi/2)\cos(\varphi/2)=-\sin\varphi,\qquad \langle e|\sigma_z|e\rangle=\cos\varphi .$$

With $u=\sin\varphi=\Delta_0/E$, the transition dipole has magnitude $p_0|c|u$. Its sign can be reversed by changing the sign of $|g\rangle$.

**Q.** You have a diagonal element as well. Does it not absorb energy?

**A.** It makes the field modulate the splitting $E$. If the system is also in contact with a bath, its populations lag behind the moving splitting, and this lag dissipates energy. That is relaxational loss, a separate contribution which I leave out. What follows is the resonant part, due to transitions between $|g\rangle$ and $|e\rangle$. A measured total may contain both.

**Q.** Then give me the transition rate, with its factors of two.

**A.** Let $M=p_0cuF$. To first order in the field, a system starting in $|g\rangle$ acquires the amplitude

$$a_e(t)=\frac{M}{i\hbar}\int_0^t\cos\omega t'\,e^{iEt'/\hbar}\,dt' .$$

The cosine is $\frac12(e^{i\omega t'}+e^{-i\omega t'})$. Near resonance the second exponential nearly cancels the phase $Et'/\hbar$, while the first gives a rapidly oscillating integrand that does not accumulate. Keeping the second, with $\delta=E/\hbar-\omega$,

$$|a_e|^2=\frac{M^2}{4\hbar^2}\,\frac{\sin^2(\delta t/2)}{(\delta/2)^2}.$$

As a function of $\delta$ the last fraction is a peak with a width of order $1/t$ and area $2\pi t$. Since $dE=\hbar\,d\delta$, its area in $E$ is $2\pi\hbar t$, and it acts as $2\pi\hbar t\,\delta(E-\hbar\omega)$ on functions that are smooth over the width $\hbar/t$. Division by $t$ gives the rate

$$W=\frac{2\pi}{\hbar}\left(\frac{M}{2}\right)^2\delta(E-\hbar\omega).$$

The downward rate is the same, because the squared matrix element is the same.

**Q.** If up and down are equally fast, why is anything absorbed?

**A.** Because more systems start below than above. In thermal equilibrium

$$p_g-p_e=\frac{e^{E/2kT}-e^{-E/2kT}}{e^{E/2kT}+e^{-E/2kT}}=\tanh\frac{E}{2kT}.$$

Each upward transition takes $\hbar\omega$ from the field and each downward one returns it. The mean power absorbed by one system is therefore $\hbar\omega W(p_g-p_e)=\hbar\omega W\tanh(E/2kT)$.

**Q.** A charged harmonic oscillator also has thermally excited levels, yet its linear absorption does not fade on warming. Why should this one?

**A.** For the oscillator, the upward rate from level $n$ is proportional to $n+1$ and the downward rate to $n$. The difference is 1 whatever the distribution over $n$, so temperature drops out. A two-level system has no third level to climb to. An excited system can only be driven down, and it cancels the absorption of one that is in the ground state.

**Q.** One system gives a delta function, which is no loss curve. What distribution do you assume, and in what sense is it flat?

**A.** The number of systems per volume is taken as

$$P\,d\Delta\,\frac{d\Delta_0}{\Delta_0},\qquad P\ \text{constant},$$

which is uniform in $\Delta$ and in $\ln\Delta_0$. The motive is that $\Delta_0$ depends exponentially on the barrier, so a broad spread of barrier parameters is a broad spread of $\ln\Delta_0$. It is an assumption of the model. In the polar variables the area element is $d\Delta\,d\Delta_0=E\,dE\,d\varphi$, so

$$P\,\frac{E\,dE\,d\varphi}{E\sin\varphi}=P\,dE\,\frac{d\varphi}{\sin\varphi}=P\,dE\,\frac{du}{u\sqrt{1-u^2}},$$

where the last step uses $du=\cos\varphi\,d\varphi$. At fixed $u$ this does not depend on $E$. That is the flat density of states.

**Q.** Its integral over $u$ diverges at $u=0$. You have infinitely many systems.

**A.** The count diverges logarithmically, and a smallest tunnelling energy $\Delta_{0,\min}$ must cut it off. The loss, however, carries the squared transition dipole and hence a factor $u^2=\sin^2\varphi$. With the cutoff at $\sin\varphi_{\min}=\Delta_{0,\min}/E$, the density that matters is

$$P\int_{\varphi_{\min}}^{\pi/2}\frac{\sin^2\varphi}{\sin\varphi}\,d\varphi=P\cos\varphi_{\min}=P\sqrt{1-\left(\frac{\Delta_{0,\min}}{E}\right)^2}.$$

For $\Delta_{0,\min}\ll E$ this is $P$. Counting systems on a uniform grid in $\Delta$ and $\ln\Delta_0$ tests it. With a cutoff of 0.001, the counted values at $E=0.5$ and $E=1$ are 1.0001 and 1.0009 in units of $P$, so the weighted density is flat within the grid error. With a cutoff of 0.6 at $E=1$ the count gives 0.7993, against 0.8000 from the formula. If the cutoff approaches the photon energy, the loss is reduced and its prefactor depends on frequency.

**Q.** Now connect absorbed power with a susceptibility. I want to see the sign convention.

**A.** With time dependence $e^{-i\omega t}$ and $\chi=\chi'+i\chi''$, the field $F\cos\omega t$ produces the polarization $\Pi(t)=\varepsilon_0F(\chi'\cos\omega t+\chi''\sin\omega t)$. The mean power delivered per volume is

$$w=\overline{F\cos\omega t\,\frac{d\Pi}{dt}}=\varepsilon_0\omega F^2\,\overline{\cos\omega t\,(-\chi'\sin\omega t+\chi''\cos\omega t)}=\tfrac12\varepsilon_0\omega\chi''F^2 ,$$

since $\cos\omega t\sin\omega t$ averages to zero and $\cos^2\omega t$ to one half. Positive $\chi''$ means absorption.

**Q.** Put the pieces together.

**A.** The power of one system, summed over the distribution and averaged over directions, is

$$w=P\int dE\int_0^{\pi/2}\frac{d\varphi}{\sin\varphi}\left\langle\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{p_0^2c^2\sin^2\varphi\,F^2}{4}\right\rangle_{c}\delta(E-\hbar\omega)\tanh\frac{E}{2kT}.$$

The constants give $\hbar\omega\cdot(2\pi/\hbar)\cdot\frac14=\pi\omega/2$. For random directions $c$ is uniform between $-1$ and $1$, so $\langle c^2\rangle=\frac13$. The $\varphi$ integral is $\int_0^{\pi/2}\sin\varphi\,d\varphi=1$. The delta function sets $E=\hbar\omega$. Hence

$$w=\frac{\pi\omega}{2}\,\frac{Pp_0^2F^2}{3}\tanh\frac{\hbar\omega}{2kT},$$

and comparison with $w=\frac12\varepsilon_0\omega\chi''F^2$ gives

$$\boxed{\chi''(\omega)=\frac{\pi Pp_0^2}{3\varepsilon_0}\tanh\frac{\hbar\omega}{2kT}}$$

In a lossless host of relative permittivity $\varepsilon_r$, with $|\chi|\ll\varepsilon_r$, the loss tangent is $\tan\delta=\chi''/\varepsilon_r$. Two conventions affect the prefactor. If the same $P$ were used for both signs of $\Delta$, the result would double. If $p_0$ meant the full change of dipole between the wells, it would be divided by four.

**Q.** You used a golden rule and dropped a rotating term. Is there a check that does neither?

**A.** The equation of motion can be solved directly in the well basis, with the full oscillating field and the diagonal coupling kept, but without a bath. The energy gained by the whole distribution between two long times then gives the power. In units with $\hbar=k=1$, the values of $\varepsilon_0\chi''/(Pp_0^2)$ at $\omega=1$ are:

| $T$ | propagated | formula |
|---|---|---|
| 0.2 | 1.0331 | 1.0332 |
| 0.5 | 0.7975 | 0.7975 |
| 2.0 | 0.2565 | 0.2565 |

The agreement is as close at $\omega=0.6$. The thermal populations are an input here. What is tested is the factor $\pi/3$ and that the tanh is to be taken at $E=\hbar\omega$.

**Q.** Then the flat density of states is what produces the tanh?

**A.** No. The tanh is the population difference at the one energy selected by the field, $E=\hbar\omega$. If the density is multiplied by $E^\mu$, the delta function turns this into $(\hbar\omega)^\mu$. That changes the prefactor and its frequency dependence, but at fixed frequency the temperature factor remains. For $\mu=0.3$ and $\omega=0.6$, the propagated loss divided by the flat-density formula is 0.8578 at all three temperatures, and $\omega^\mu=0.8579$. What flatness does is make the prefactor independent of frequency.

**Q.** Your populations are thermal, but the field is pumping them. When does that assumption break?

**A.** For that we need relaxation. Choose the sign of $|g\rangle$ so that the transition element is positive, and set $\hbar\Omega=p_0cuF$. In the energy basis, without the diagonal coupling, the Hamiltonian is $\frac12E\sigma_z-\hbar\Omega\cos\omega t\,\sigma_x$. In a frame rotating at $\omega$, after the terms at $2\omega$ are dropped, it becomes $\frac12\hbar\delta\,\sigma_z-\frac12\hbar\Omega\,\sigma_x$. The vector of mean values $(x,y,z)$ precesses about $(-\Omega,0,\delta)$. I add a population relaxation time $T_1$ and a phase relaxation time $T_2$:

$$\dot x=-\delta y-\frac{x}{T_2},\qquad \dot y=\delta x+\Omega z-\frac{y}{T_2},\qquad \dot z=-\Omega y-\frac{z-z_0}{T_1},$$

with the equilibrium value $z_0=p_e-p_g=-\tanh(E/2kT)$.

In the steady state the first equation gives $x=-\delta T_2y$. The second then becomes $y(1+\delta^2T_2^2)=\Omega T_2z$, and the third gives $z=z_0-\Omega T_1y$. Eliminating $z$,

$$y=\frac{\Omega T_2z_0}{1+\delta^2T_2^2+S},\qquad S=\Omega^2T_1T_2 .$$

**Q.** And the power?

**A.** In the laboratory frame the dipole is $p_0cu\,(x\cos\omega t-y\sin\omega t)$. The work of the field is the mean of the field times the rate of change of this dipole:

$$\hbar\Omega\,\omega\,\overline{\cos\omega t\,(-x\sin\omega t-y\cos\omega t)}=-\tfrac12\hbar\omega\Omega y
=\tfrac12\hbar\omega\Omega^2\tanh\frac{E}{2kT}\;\frac{1/T_2}{\delta^2+(1+S)/T_2^2}.$$

Now integrate over the flat density. If the linewidth is small against $\omega$ and $kT/\hbar$, the tanh can be taken at $E=\hbar\omega$ and the limits of $\delta$ extended to infinity. With $dE=\hbar\,d\delta$ and

$$\int_{-\infty}^{\infty}\frac{(1/T_2)\,d\delta}{\delta^2+(1+S)/T_2^2}=\frac{\pi}{\sqrt{1+S}},$$

the result is $\frac{\pi}{2}\omega(p_0cuF)^2\tanh(\hbar\omega/2kT)/\sqrt{1+S}$. For $S\to0$ this is the earlier golden-rule power, and $T_2$ has dropped out: a broader line is lower in proportion.

**Q.** Systems with small $u$ relax slowly. Surely they saturate first and spoil any common criterion.

**A.** They relax slowly, but they are also driven weakly. Suppose the bath, like the field, couples to $\sigma_z$ in the well basis. Its transition rate then contains the same squared matrix element, so $1/T_1=\Gamma u^2$. Suppose also that $T_2$ is common to all systems. This is a further assumption and does not follow from such a bath. The rate $1/T_2$ is $1/(2T_1)=\Gamma u^2/2$ plus a pure dephasing rate, and noise coupled to $\sigma_z$ dephases through the diagonal element $\cos\varphi$, in proportion to $1-u^2$. A common $T_2$ is a good approximation when some dephasing independent of $u$ is much faster than $\Gamma/2$. Then

$$S=\left(\frac{p_0cuF}{\hbar}\right)^2\frac{T_2}{\Gamma u^2}=s\,c^2,\qquad s=\left(\frac{p_0F}{\hbar}\right)^2\frac{T_2}{\Gamma},$$

and $u$ cancels. The general requirement $T_2\le2T_1$ is met for every $u\le1$ if $T_2\le2/\Gamma$.

Your worry is justified in another case. If there is no pure dephasing, $T_2=2T_1=2/(\Gamma u^2)$, and $S=2(p_0cF/\hbar)^2/(\Gamma^2u^2)$ grows without bound as $u\to0$. Without a cutoff in $\Delta_0$, some systems are then saturated in any field. The systems with $u<u_*$ supply the share $\int_0^{u_*}u\,du/\sqrt{1-u^2}=1-\sqrt{1-u_*^2}\approx u_*^2/2$ of the weak-field loss, so their effect still vanishes as the field goes to zero.

**Q.** Stay with common $T_2$. How much loss survives at finite field?

**A.** The loss is multiplied by the average of $1/\sqrt{1+sc^2}$ with weight $c^2$, normalized to one at $s=0$:

$$R(s)=3\int_0^1\frac{c^2\,dc}{\sqrt{1+sc^2}} .$$

Put $\sqrt s\,c=\sinh q$. Then $dc=\cosh q\,dq/\sqrt s$, the root is $\cosh q$, and

$$R(s)=\frac{3}{s^{3/2}}\int_0^{\operatorname{arsinh}\sqrt s}\sinh^2q\,dq
=\frac{3}{2s^{3/2}}\left[\sqrt{s(1+s)}-\operatorname{arsinh}\sqrt s\right],$$

because $\int\sinh^2q\,dq=\frac12(\sinh q\cosh q-q)$. For small $s$, expanding the root in the original integral gives $R\approx3(\frac13-\frac s2\cdot\frac15)=1-\frac{3s}{10}$. For large $s$ the integrand tends to $c/\sqrt s$, so $R\approx3/(2\sqrt s)$. A weak field is thus one with $s\ll1$.

**Q.** Has this been checked without the rotating frame?

**A.** Yes, with periodic steady states of the Bloch equations in the laboratory frame. At $s=4$ they give 0.5644 for both $u=1$ and $u=0.6$, which supports the cancellation of $u$. The formula gives 0.5678, higher by about 0.6% of its value. At $s=0.05$ the pair is 0.9820 and 0.9854. The absolute deficit is the same, 0.0034, in all three cases. It comes from the wings of the line, where $\delta^2T_2^2\gg1+S$ and the integrand is $1/(T_2\delta^2)$ whatever $S$ is. The formula extends the line to all $\delta$, but no system has $E<0$, that is, $\delta<-\omega$. This removes an area $1/(\omega T_2)$. The check uses $1/(\omega T_2)=0.004$, so the loss is $0.004/\pi\approx0.0013$ of the weak-field area $\pi$. The rest has the same order in $1/(\omega T_2)$. It comes mainly from the variation of the tanh across the wings and from the rotating term that the formula drops, with a smaller part from the energy grid of the check, which ends at $E=3$.

**Q.** Outside the weak-field regime, is the temperature factor still tanh?

**A.** Not in general, because $\Gamma$ and $T_2$ may depend on temperature. For $s\gg1$ the loss varies as $\tanh(\hbar\omega/2kT)\sqrt{\Gamma/T_2}/F$. Take a bath of oscillators exchanging single quanta, with mean occupation $n$ at energy $\hbar\omega$. The relaxation rate is the sum of emission and absorption, proportional to $(n+1)+n=\coth(\hbar\omega/2kT)$. If $T_2$ is fixed, and as long as the growing $\Gamma$ still satisfies $T_2\le2/\Gamma$, the strong-field loss then varies as $\tanh\cdot\sqrt{\coth}=\sqrt{\tanh}$, a weaker temperature dependence. This is why the claim needs the words "weak field".

**Q.** Give me magnitudes.

**A.** I take round model parameters, not those of a named material: frequency 5 GHz, $P=10^{44}\ \mathrm{J^{-1}m^{-3}}$, $\varepsilon_r=10$, and $p_0=1\,ea_0=8.478\times10^{-30}$ C m. At zero temperature

$$\chi''=\frac{\pi\,(10^{44}\ \mathrm{J^{-1}m^{-3}})(8.478\times10^{-30}\ \mathrm{C\,m})^2}{3\varepsilon_0}=8.50\times10^{-4},$$

and division by 10 gives $\tan\delta=8.50\times10^{-5}$. The photon energy corresponds to $\hbar\omega/k=240$ mK. At 200 mK the argument of the tanh is $240/(2\times200)=0.600$, the factor is 0.5370, and $\tan\delta=0.5370\times8.502\times10^{-5}=4.57\times10^{-5}$. Other temperatures follow in the same way:

| $T$ (mK) | $\tanh(\hbar\omega/2kT)$ | $\tan\delta$ |
|---|---|---|
| 10 | 1.000 | $8.50\times10^{-5}$ |
| 50 | 0.984 | $8.36\times10^{-5}$ |
| 100 | 0.834 | $7.09\times10^{-5}$ |
| 500 | 0.235 | $2.00\times10^{-5}$ |
| 1000 | 0.119 | $1.02\times10^{-5}$ |

**Q.** So cooling makes the material lossier. How do the two ends of the table behave?

**A.** The resonant part does grow on cooling, because the ground states fill. For $kT\ll\hbar\omega$, $\tanh X\approx1-2e^{-2X}$ with $X=\hbar\omega/2kT$, so the loss levels off: cooling from 50 to 10 mK adds less than 2%. For $kT\gg\hbar\omega$, $\tanh X\approx X$ and the loss falls as $1/T$. At 1000 mK, $X=0.1200$ and $\tanh X=0.1194$, so the $1/T$ law is already good to about half a percent. The warm entries are not predictions of total loss, since the relaxational part is absent.

**Q.** And how weak must the field be here?

**A.** At 50 mK, take $T_2=1\ \mu$s and $\Gamma=10^6\ \mathrm{s^{-1}}$, which satisfy $T_2\le2/\Gamma$. At $u=1$ population relaxation supplies half of this $1/T_2$, so a common $T_2$ is a simplification here. With $1/T_2=\Gamma(1+u^2)/2$, which has the same value at $u=1$, the factor $R$ below would be 0.83 at 10 V/m and 0.16 at 100 V/m. The linewidth is narrow as required: $1/(\omega T_2)=3.2\times10^{-5}$, and $\hbar/(kT_2)$ is 0.0076 mK. Saturation broadens the line by up to $\sqrt{1+s}$, about 8 at the strongest field below, and it is still narrow. The field at which $s=1$ is $(\hbar/p_0)\sqrt{\Gamma/T_2}=12.4$ V/m, and $s$ grows as $F^2$:

| $F$ (V/m) | $s$ | $R$ | $\tan\delta$ |
|---|---|---|---|
| 1 | 0.0065 | 0.998 | $8.35\times10^{-5}$ |
| 10 | 0.646 | 0.854 | $7.14\times10^{-5}$ |
| 100 | 64.6 | 0.180 | $1.51\times10^{-5}$ |

At 1 V/m the small-$s$ law gives $1-0.3\times0.0065=0.998$, and the tanh formula holds to 0.2%. At 100 V/m the large-$s$ law gives $1.5/\sqrt{64.6}=0.187$, about 4% above the full value. There the loss is less than a fifth of its weak-field value, and reading a temperature from the tanh alone would require knowing that the ratio $\Gamma/T_2$ stays constant. Two limits apply to real samples. The formulas average over many systems, but the weighted number within the weak-field line, $\pi P\hbar/T_2$, is only about 0.03 per $\mu\mathrm{m}^3$ here. A volume below some tens of $\mu\mathrm{m}^3$, such as a junction barrier, shows single resonances and not a smooth loss. The $1/F$ law is that of independent systems with fixed $\Gamma$ and $T_2$, and losses measured in microwave resonators often fall more slowly with field. The remaining digits are in the numerical output.

## Calculated quantities

```
u^2-weighted density / P, by counting (dimensionless)
  E=0.5 cutoff=0.001: counted 1.0001, formula 1.0000
  E=1.0 cutoff=0.001: counted 1.0009, formula 1.0000
  E=1.0 cutoff=0.600: counted 0.7993, formula 0.8000
eps0 chi''/(P p0^2) from propagation (hbar=k=1)
  omega=1.0 T=0.2: propagated 1.0331, formula 1.0332
  omega=1.0 T=0.5: propagated 0.7975, formula 0.7975
  omega=1.0 T=2.0: propagated 0.2565, formula 0.2565
  omega=0.6 T=0.2: propagated 0.9478, formula 0.9479
  omega=0.6 T=0.5: propagated 0.5623, formula 0.5624
  omega=0.6 T=2.0: propagated 0.1559, formula 0.1559
density E^0.3, omega=0.6: loss/flat formula at the three T:
  0.8578, 0.8578, 0.8578; omega^mu = 0.8579
Saturation factor R(s) from Bloch steady states
  u=1.0 s=0.05: steady state 0.9820, formula 0.9854
  u=1.0 s=4.00: steady state 0.5644, formula 0.5678
  u=0.6 s=4.00: steady state 0.5644, formula 0.5678
Worked example
  frequency = 5.0 GHz
  P = 1.0e+44 J^-1 m^-3, eps_r = 10.0
  p0 = 1 e a0 = 8.4784e-30 C m
  hbar omega/k = 239.96 mK
  zero-temperature chi'' = 8.5016e-04
  zero-temperature tan delta = 8.5016e-05
  T=   10 mK: x=hbar omega/2kT=11.9981, tanh x=1.0000, tan delta=8.502e-05
  T=   50 mK: x=hbar omega/2kT=2.3996, tanh x=0.9837, tan delta=8.363e-05
  T=  100 mK: x=hbar omega/2kT=1.1998, tanh x=0.8336, tan delta=7.087e-05
  T=  200 mK: x=hbar omega/2kT=0.5999, tanh x=0.5370, tan delta=4.565e-05
  T=  500 mK: x=hbar omega/2kT=0.2400, tanh x=0.2355, tan delta=2.002e-05
  T= 1000 mK: x=hbar omega/2kT=0.1200, tanh x=0.1194, tan delta=1.015e-05
  T2 = 1.0 us, Gamma = 1.0e+06 s^-1
  linewidth ratio 1/(omega T2) = 3.18e-05
  hbar/(k T2) = 7.64e-03 mK
  field at which s=1: 12.44 V/m
  50 mK, F=1 V/m: s=0.006464, R=0.9981, tan delta=8.347e-05
  50 mK, F=10 V/m: s=0.6464, R=0.8539, tan delta=7.141e-05
  50 mK, F=100 V/m: s=64.64, R=0.1800, tan delta=1.505e-05
```
